\section*{Current spreading and the V²/R figure of merit of a disc contact}

\section{Question}

I am characterising a vertical Schottky diode with a circular contact of radius $a=50\,\mu$m on a drift layer of thickness $t=10\,\mu$m. Below the drift layer is a highly conducting substrate. I have to show that, if current spreads at 45 degrees, the figure of merit $V^2/R$ comes out 20 percent too high when the contact area alone is counted.

I am stuck in two places. First, if $R$ is the measured resistance in ohms, $V^2/R$ contains no area, so I do not see what can be inflated. Second, the current leaves the drift layer through a disc of radius $60\,\mu$m. The ratio of areas is $(60/50)^2=1.44$, which suggests 44 percent. Where does 20 percent come from, and how far can I trust the 45-degree rule?

\section{Answer}

\subsection{What is inflated}

Your first objection is right. With $V$ the breakdown voltage and $R$ the drift resistance in ohms, $V^2/R$ is a property of the whole device, in watts, and choosing an area does not change it. The figure used to compare drift layers is $V^2$ divided by a \emph{specific} resistance, in $\Omega\,\mathrm{cm}^2$. For a uniform layer of resistivity $\rho$ carrying vertical current, the specific resistance is $\rho t$. The intrinsic and apparent figures are therefore
\begin{equation}
F_0=\frac{V^2}{\rho t},\qquad
F_{\rm app}=\frac{V^2}{R\,\pi a^2}.
\end{equation}
The second converts the resistance with the contact area. The same $V$ enters both, so it cancels in their ratio:
\begin{equation}
S\equiv\frac{F_{\rm app}}{F_0}=\frac{\rho t}{R\,\pi a^2}.
\label{eq:S}
\end{equation}
Spreading lowers $R$ below $\rho t/(\pi a^2)$ and so makes $S>1$. The claim to be shown is $S=1.20$.

\subsection{The cone}

Let $z$ be the depth below the contact. The spreading rule assumes that current fills a cone whose radius is $b(z)=a+z\tan\theta$, with $\theta$ measured from the vertical, and that the vertical current density is uniform over each cross-section. It also counts only the voltage drop due to vertical current. A slice of thickness $dz$ then has resistance $\rho\,dz/(\pi b^2)$, and the slices are in series:
\begin{equation}
R=\frac{\rho}{\pi}\int_0^t\frac{dz}{(a+z\tan\theta)^2}.
\end{equation}
Substitute $b=a+z\tan\theta$, so that $dz=db/\tan\theta$:
\begin{align}
R&=\frac{\rho}{\pi\tan\theta}
\left[\frac1a-\frac1{a+t\tan\theta}\right]\nonumber\\
&=\frac{\rho}{\pi\tan\theta}\,
\frac{t\tan\theta}{a(a+t\tan\theta)}
=\frac{\rho t}{\pi a(a+t\tan\theta)}.
\label{eq:cone}
\end{align}
Inserting this in Eq.~(\ref{eq:S}) gives
\begin{equation}
S=\frac{a+t\tan\theta}{a}=1+\frac ta\tan\theta .
\label{eq:result}
\end{equation}
At 45 degrees $\tan\theta=1$, hence $S=1+10/50=1.20$. The apparent figure is 20 percent above the intrinsic one, within the cone model.

\subsection{Why the answer is not 44 percent}

Equation~(\ref{eq:cone}) has the form $R=\rho t/A_{\rm eff}$ with
\begin{equation}
A_{\rm eff}=\pi a(a+t\tan\theta)
=\sqrt{\pi a^2\;\pi(a+t\tan\theta)^2}.
\end{equation}
The effective area is the geometric mean of the top and bottom areas. Your factor 1.44 would apply if the current had the bottom area throughout the layer, but it starts from the smaller contact and widens on the way down.

Replacing the contact area by the bottom area therefore overcorrects. It gives
\begin{equation}
\frac{V^2}{R\,\pi(a+t)^2}
=F_0\,\frac{a(a+t)}{(a+t)^2}
=\frac{F_0}{1.20}=0.833\,F_0,
\end{equation}
which is 17 percent too low. The area that recovers $F_0$ in this model is $A_{\rm eff}$, equivalent to a disc of radius $\sqrt{50\times60}\approx54.8\,\mu$m.

\subsection{Is 45 degrees justified?}

The cone is an approximation, and its own current shows why. Conservation of charge with $J_z=I/(\pi b^2)$ requires
\begin{equation}
\frac1r\frac{\partial(rJ_r)}{\partial r}
=-\frac{\partial J_z}{\partial z}
=\frac{2I\tan\theta}{\pi b^3}
\quad\Rightarrow\quad
J_r=\frac{I\,r\tan\theta}{\pi b^3}.
\end{equation}
The field $\rho\mathbf J$ then has a radial part that varies with $z$, while its vertical part does not vary with $r$. Its curl is not zero, so it is not the gradient of a potential. The angle has to be judged against a solution of Laplace's equation.

Take an ideal slab: uniform isotropic conductivity $\sigma=1/\rho$, contact at potential $V_0$, grounded bottom, and no current through the free top surface. Here $V_0$ is the small forward drop across the drift layer, not the breakdown voltage.

\paragraph{Thin layer.} For $t\ll a$ the contact edge is locally straight. Let $x$ be the distance outward from the edge and $y$ the height above the bottom. Define
\begin{equation}
\zeta=e^{\pi(x+iy)/t},\qquad s=\sqrt{\zeta+1}.
\end{equation}
The first map takes the strip $0<y<t$ to the upper half-plane. The bottom becomes $\zeta>0$, the contact $-1<\zeta<0$, and the free surface $\zeta<-1$. The square root takes this half-plane to a quadrant: the bottom is $s>1$, the contact is $0<s<1$, and the free surface is the positive imaginary axis. The potential is
\begin{equation}
\phi=\frac{V_0}{\pi}\,\mathrm{Im}\,\ln\frac{s-1}{s+1}.
\end{equation}
On the contact $s-1$ is negative and has phase $\pi$, so $\phi=V_0$. On the bottom both factors are positive and $\phi=0$. Reflection $s\to-s^*$ leaves $\phi$ unchanged, so no current crosses the imaginary axis.

By the Cauchy--Riemann equations, the current per unit edge length through a piece of the contact is $\sigma$ times the change in $(V_0/\pi)\ln|(s-1)/(s+1)|$ along it. At the edge $s=0$ and the logarithm vanishes. At a distance $L\gg t$ inside the edge,
\begin{equation}
s=\sqrt{1-e^{-\pi L/t}}\simeq1-\tfrac12e^{-\pi L/t},
\qquad
\left|\frac{s-1}{s+1}\right|\simeq\tfrac14e^{-\pi L/t}.
\end{equation}
The current per unit edge length is therefore
\begin{equation}
\frac{\sigma V_0}{\pi}\left(\frac{\pi L}{t}+\ln4\right)
=\frac{\sigma V_0}{t}\left(L+\frac{2\ln2}{\pi}t\right).
\end{equation}
The edge acts as if the contact were longer by $0.441\,t$. Multiplying this length by the perimeter $2\pi a$ and dividing by the contact area $\pi a^2$ gives, to first order in $t/a$,
\begin{equation}
S\simeq1+\frac{4\ln2}{\pi}\frac ta
=1+0.883\,\frac ta .
\label{eq:edge}
\end{equation}
The 45-degree cone has coefficient 1 in place of 0.883. For your dimensions Eq.~(\ref{eq:edge}) gives $S\simeq1.177$.

\paragraph{The full disc.} To include the curvature of the edge, write
\begin{equation}
\phi(r,z)=V_0\int_0^\infty A(k)J_0(kr)
\frac{\sinh[k(t-z)]}{\cosh(kt)}\,dk ,
\end{equation}
which satisfies Laplace's equation and vanishes at $z=t$. The two conditions on the top surface are
\begin{align}
\int_0^\infty A\tanh(kt)J_0(kr)\,dk&=1,&r&<a,\label{eq:d1}\\
\int_0^\infty kA\,J_0(kr)\,dk&=0,&r&>a.\label{eq:d2}
\end{align}
Set $A(k)=(2/\pi)\int_0^a f(s)\cos(ks)\,ds$, where $s$ is now a length. Integration by parts gives
\begin{equation}
kA=\frac2\pi\left[f(a)\sin(ka)-\int_0^a f'(s)\sin(ks)\,ds\right].
\end{equation}
Since $\int_0^\infty\sin(ks)J_0(kr)\,dk=0$ for $s<r$, Eq.~(\ref{eq:d2}) holds. In Eq.~(\ref{eq:d1}) use
\begin{equation}
J_0(kr)=\frac2\pi\int_0^r\frac{\cos(ks)}{\sqrt{r^2-s^2}}\,ds .
\end{equation}
Because $\int_0^r ds/\sqrt{r^2-s^2}=\pi/2$, the condition is met if $\int_0^\infty A\tanh(kt)\cos(ks)\,dk=1$ for $0<s<a$. Write $\tanh(kt)=1-[1-\tanh(kt)]$. The first term returns $f(s)$ by inversion of the cosine transform, and the second leaves
\begin{align}
f(s)-\frac2\pi\int_0^aK(s,u)f(u)\,du&=1,\label{eq:fred}\\
K(s,u)=\int_0^\infty[1-\tanh(kt)]&\cos(ks)\cos(ku)\,dk .\nonumber
\end{align}
The current is the surface integral of $-\sigma\,\partial\phi/\partial z$ at $z=0$:
\begin{align}
I&=2\pi\sigma V_0\int_0^a r\,dr\int_0^\infty kA\,J_0(kr)\,dk\nonumber\\
&=2\pi\sigma V_0a\int_0^\infty A\,J_1(ka)\,dk
=4\sigma V_0\int_0^a f(s)\,ds .
\end{align}
The last step uses $\int_0^\infty\cos(ks)J_1(ka)\,dk=1/a$ for $s<a$. With $R=V_0/I$, Eq.~(\ref{eq:S}) becomes
\begin{equation}
S=\frac{4t}{\pi a^2}\int_0^a f(s)\,ds .
\label{eq:Sdisc}
\end{equation}
Numerical solution of Eq.~(\ref{eq:fred}) for $t/a=0.2$ gives $S=1.184$. A separate finite-volume solution of Laplace's equation, extrapolated in cell size, gives the same value to the digits quoted. The inflation for the ideal slab is thus 18.4 percent, and a cone would need an angle of 42.6 degrees to reproduce it. The 45-degree rule is good to about 1.4 percent in $S$ at these dimensions.

\paragraph{Thick layer.} For $t\gg a$ the kernel $K$ tends to zero and $f\to1$, so $I\to4\sigma aV_0$ and $R\to\rho/(4a)$. The 45-degree cone gives $\rho/(\pi a)$, which is larger by the factor $4/\pi\simeq1.27$. The rule therefore overstates spreading for a thin layer and understates it for a thick one. No single angle serves both limits.

\subsection{Numbers for a diamond diode}

Boron-doped diamond is a wide-gap case in which the drift resistance depends strongly on temperature. The following inputs are rough typical values: acceptor density $N_A=10^{16}\,\mathrm{cm}^{-3}$, compensating donor density $N_D=10^{15}\,\mathrm{cm}^{-3}$, acceptor energy $E_A=0.37$ eV, and hole mobility $\mu=1000\,\mathrm{cm^2/Vs}$ at 300 K. The breakdown voltage is set to 1000 V.

Boron is only partly ionized. With $N_v$ the valence-band effective density of states and an acceptor degeneracy factor of 4, define $n_1=(N_v/4)e^{-E_A/k_BT}$. The ionized acceptor density is $N_A/(1+p/n_1)$, and neutrality equates it to $p+N_D$:
\begin{equation}
(p+N_D)(p+n_1)=N_An_1 .
\end{equation}
Expanding gives $p^2+(N_D+n_1)p-n_1(N_A-N_D)=0$. For a hole density-of-states mass of 0.8 electron masses, the positive root at 300 K is $p=2.395\times10^{13}\,\mathrm{cm}^{-3}$. The digits are kept only to follow the arithmetic. A degeneracy factor of 6, plausible in diamond because the spin-orbit splitting is small, would lower $p$ to $1.6\times10^{13}\,\mathrm{cm}^{-3}$, and a mass of 0.94 would raise it to $3.0\times10^{13}\,\mathrm{cm}^{-3}$. The factor $S$ does not depend on these choices. Then
\begin{align}
\rho&=\frac1{qp\mu}=260.7\,\Omega\,\mathrm{cm},\\
R&=\frac{260.7\times10^{-3}}{\pi(5\times10^{-3})(6\times10^{-3})}\,\Omega
=2766\,\Omega .
\end{align}
The intrinsic specific resistance is $\rho t=0.2607\,\Omega\,\mathrm{cm}^2$. The contact area is $7.854\times10^{-5}\,\mathrm{cm}^2$, so the apparent value is $R\pi a^2=0.2172\,\Omega\,\mathrm{cm}^2$. Hence
\begin{equation}
F_0=\frac{10^6}{0.2607}=3.84\,\mathrm{MW/cm^2},\qquad
F_{\rm app}=\frac{10^6}{0.2172}=4.60\,\mathrm{MW/cm^2},
\end{equation}
again in the ratio 1.20.

\subsection{When series resistance hides the effect}

Suppose the substrate and back contact add a resistance $R_s$ that is not subtracted. The apparent figure is then $V^2/[(R+R_s)\pi a^2]$, and its ratio to $F_0$ is
\begin{equation}
S_{\rm net}=\frac{\rho t}{(R+R_s)\pi a^2}
=\frac{S}{1+R_s/R}.
\end{equation}
The two errors have opposite signs and cancel when $R_s/R=S-1$. Take $R_s=5\,\Omega$ at both temperatures. At 300 K it is negligible beside $2766\,\Omega$, and $S_{\rm net}=1.198$.

At 500 K more boron is ionized and $p=2.86\times10^{15}\,\mathrm{cm}^{-3}$. With a rough mobility of $400\,\mathrm{cm^2/Vs}$, the cone resistance falls to $57.9\,\Omega$ and
\begin{equation}
S_{\rm net}=\frac{1.20}{1+5/57.9}=1.105 .
\end{equation}
The geometric factor is still 1.20, but about half of the inflation is masked. A series resistance of $0.2\times57.9\approx11.6\,\Omega$ would hide it completely in the cone model, and a larger one would make the apparent figure too low.

\subsection{What a real diode changes}

The assumption that most directly controls $S$ is that the drift layer continues beyond the contact. If it is etched to a mesa at the contact edge, current cannot spread within it and $S=1$, or slightly less if the sidewall is depleted. With an intact layer, a free surface can still be depleted. For an assumed surface band bending of 1 V the depletion depth is $0.265\,\mu$m. This takes all boron in the skin as ionized. Treating the skin as insulating in the finite-volume solution lowers the slab factor from 1.184 to about 1.16. Boron left neutral near the inner edge would thicken the skin and lower the factor a little further. The bottom must also be close to an equipotential, which fails if current is collected sideways through a resistive buried layer. Cubic symmetry makes the low-field conductivity of unstrained diamond a scalar, so band anisotropy does not alter the spreading at this level.

The measurement of $R$ matters too. For a drift-layer drop of 0.3 V at 300 K, an ideal junction adds a differential resistance $k_BT/(qI)$. With $I=0.3\,\mathrm{V}/R$, this is $0.02585/0.3=8.6$ percent of $R$ and should be subtracted. The trap-free space-charge-limited current is 4.4 percent of the ohmic current, an upper estimate here because neutral boron captures injected holes. The mean drift velocity is 3 percent of a rough saturation velocity of $10^7$ cm/s. An assumed residual band bending of 0.1 V would leave 0.8 percent of the layer depleted if the boron were fully ionized, and about 1.5 percent with partial ionization. At this current the bending is probably smaller, a few hundredths of a volt. These are estimates of size, not corrections to be added blindly.

Breakdown brings a larger uncertainty. In a plane junction with net acceptor density $N=N_A-N_D$ and permittivity $\epsilon$, the field falls linearly from its peak $E_p$ to zero over a width $w$. Thus $E_p=qNw/\epsilon$ and $V=E_pw/2$, so
\begin{equation}
w=\sqrt{\frac{2\epsilon V}{qN}}=8.37\,\mu\mathrm{m},\qquad
E_p=\frac{2V}{w}=2.39\,\mathrm{MV/cm}
\end{equation}
for relative permittivity 5.7. With a rough critical field $E_c=5$ MV/cm, the whole layer would be depleted and the plane-junction voltage would be $E_ct-qNt^2/(2\epsilon)\approx3.6$ kV. The chosen 1000 V thus represents a diode that breaks down well below its plane limit, as field crowding at the contact edge could cause. That crowding is not calculated here. Since the figure varies as $V^2$, an error of 9.5 percent in $V$ has the same effect as the 20 percent area error.

Leakage could also limit the usable voltage. For a 1.5 eV barrier and a tunnelling mass of 0.3 electron masses, a semiclassical estimate at the plane peak field, with image lowering of 0.25 eV, gives about $2\times10^{-5}\,\mathrm{A/cm^2}$ at 300 K and $9\times10^{-4}\,\mathrm{A/cm^2}$ at 500 K. These values are very sensitive to the assumed inputs. At 300 K a tunnelling mass of 0.4 lowers the current about 40-fold, and a change of 0.2 eV in the barrier moves it by a factor of a few hundred. The hole mass depends on band and crystal direction, so the numbers are illustrations only. A higher field at the edge would raise the local current.

\subsection{How to correct your data}

If $R_s$ and the junction term have been removed, diodes of several radii on the same layer let you avoid choosing an angle. Equation~(\ref{eq:result}) can be written
\begin{equation}
\frac1{R\,\pi a^2}=\frac1{\rho t}
\left(1+\frac{t\tan\theta}{a}\right).
\end{equation}
Plot the left side against $1/a$. The intercept is $1/(\rho t)$, and multiplying it by $V^2$ gives $F_0$. For the ideal slab the line is straight to first order in $t/a$, by Eq.~(\ref{eq:edge}), so the larger contacts should carry the extrapolation. For $t=10\,\mu$m a straight fit puts the intercept about 0.8 percent low with radii of 25, 50 and $100\,\mu$m, and about 0.2 percent low with radii of 50, 100 and $200\,\mu$m. With a single radius, divide the apparent figure by 1.20 if you adopt the 45-degree rule, or by 1.18 if the ideal slab describes your device. The full set of values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Contact radius: 50 um
Drift thickness: 10 um
Contact area: 7.854e-05 cm2
Cone factor S at 45 degrees: 1.2
Cone inflation: 20 %
Factor if bottom area is used: 0.83333
Ideal-slab disc factor: 1.1839
Ideal-slab inflation: 18.387 %
Finite-volume factor, extrapolated: 1.1839
Thin-layer edge coefficient: 0.88254
Equivalent cone angle: 42.593 deg
Mesa factor: 1
Acceptor density: 1e+16 cm-3
Compensating donor density: 1e+15 cm-3
Acceptor energy: 0.37 eV
Hole density-of-states mass: 0.8 electron masses
Relative permittivity: 5.7
Breakdown voltage: 1000 V
Mobility at 300 K: 1000 cm2/Vs
Hole density at 300 K: 2.395e+13 cm-3
Resistivity at 300 K: 260.7 ohm cm
Cone resistance at 300 K: 2766 ohm
Intrinsic V^2/(rho t) at 300 K: 3.837 MW/cm2
Apparent V^2/(R area) at 300 K: 4.604 MW/cm2
Net factor with series resistance at 300 K: 1.198
Mobility at 500 K: 400 cm2/Vs
Hole density at 500 K: 2.862e+15 cm-3
Resistivity at 500 K: 5.452 ohm cm
Cone resistance at 500 K: 57.85 ohm
Intrinsic V^2/(rho t) at 500 K: 183.4 MW/cm2
Apparent V^2/(R area) at 500 K: 220.1 MW/cm2
Net factor with series resistance at 500 K: 1.105
Series resistance: 5 ohm
Drift-voltage drop during R measurement: 0.3 V
Junction resistance / R at 300 K: 8.62 %
Trap-free injected / ohmic current: 4.44 %
Saturation velocity: 1e+07 cm/s
Drift / saturation velocity: 3 %
Residual band bending: 0.1 V
Residual depletion / drift thickness: 0.837 %
Free-surface band bending: 1 V
Free-surface depletion: 0.265 um
Slab factor with depleted surface: 1.164
Depletion width at breakdown: 8.367 um
Plane peak field at breakdown: 2.39 MV/cm
Rough critical field: 5 MV/cm
Plane voltage at critical field: 3571 V
Schottky barrier: 1.5 eV
Tunnelling mass: 0.3 electron masses
Image lowering at peak field: 0.246 eV
WKB leakage at 300 K: 2.1e-05 A/cm2
WKB leakage at 500 K: 0.0009 A/cm2
Hole density / valence density at 300 K: 1.33e-06
Hole density / valence density at 500 K: 7.41e-05
\end{verbatim}
